Transfer coefficients of a multistep electrode reaction with one determining step

**1. The exponent that carries a barrier to another potential**

Suppose a calculation has given the free energies of the intermediates of an electrode reaction and the barrier of its slowest step, all at one electrode potential, and the current is wanted at another. One must decide which coefficient multiplies the change of potential in the exponent. The symmetry factor β of the slow step describes how its own barrier shifts. The population of its reactant also shifts if electrons were taken up earlier. In the example of Section 6 the two choices are 0.4 and 0.9. Over 0.20 eV at room temperature, where k_BT = 0.0257 eV, they differ in the predicted current by exp(0.5 × 0.20/0.0257), a factor of about 49.

**2. Counting and conventions**

The overall reaction, written as a reduction, is

O + n e⁻ ⇌ R. (1)

O and R stand for the complete sets of reactants and products other than electrons. The reaction runs through a chain of elementary steps. Step j takes up m_j electrons per act and occurs σ_j times each time (1) occurs once. For the determining step, labelled d, write ν = σ_d and r = m_d, with r = 0 or 1. Let γ be the number of electrons taken up in all steps before d, and γ′ the number taken up in all steps after it, both counted per overall reaction. Then

n = γ + rν + γ′. (2)

Doubling equation (1) doubles n, γ, γ′ and ν but leaves r alone. A measurable coefficient can therefore contain the first four through their ratios only.

The algebra uses atomic units, so the elementary charge is 1 and the electrode potential U is also an energy per electron. With the potential of the solution as zero, an electron in the electrode has energy −U, apart from a constant of the electrode material that is absorbed in the zero of U. The standard free energies of O, R and the intermediates are taken as independent of U, which leaves out double-layer corrections. The surface activities of O and R are held fixed, which leaves out mass transport. Let b = 1/(k_BT).

The free-energy change of one act of step j at the prevailing activities is

Δ_j = μ(products of j) − μ(reactants of j) + m_jU. (3)

The last term carries a plus sign because m_j electrons of energy −U disappear. Now add all steps, each weighted by σ_j. Every intermediate is made as often as it is consumed and cancels, so

Σ_j σ_jΔ_j = μ_R − μ_O + nU. (4)

At equilibrium this vanishes, which fixes U_eq = (μ_O − μ_R)/n. With the overpotential η = U − U_eq, positive for oxidation, (4) becomes

Σ_j σ_jΔ_j = nη. (5)

Let w₊ and w₋ be the one-way rates of the determining step in the directions of reduction and oxidation. The transfer coefficients are defined by

α_c = −(1/b) d ln w₊/dU, α_a = (1/b) d ln w₋/dU. (6)

**3. The cathodic coefficient**

Let X be the complete set of reactants for one determining act, electrons excepted. The steps before d are taken to turn O and γ electrons into ν such sets and to leave no other intermediate; an intermediate that bypasses d is treated at the end of Section 4. If these steps are in quasi-equilibrium, Δ_j = 0 for each of them. Adding them with weights σ_j gives

νμ_X − μ_O + γU = 0, hence μ_X = (μ_O − γU)/ν. (7)

For dilute intermediates μ_X = G_X + (1/b) ln a_X, where G_X is the standard free energy of the set and a_X the product of its activities. Solving for a_X,

a_X = exp[b(μ_O/ν − G_X)] exp(−bγU/ν). (8)

The division by ν appears because the γ electrons are shared among ν sets of reactants. If some reactants in O enter only in later steps, or some products in R have already left, their chemical potentials must be included in (7). They are fixed, so only the constant factor in (8) changes.

The determining step starts from X and r electrons, with standard free energy G_X − rU. It ends at the product set Y, with standard free energy G_Y. The transition state lies between them in its dependence on U, and β is defined by writing its free energy as G_T − r(1 − β)U. The two barriers follow by subtraction:

B₊ = G_T − r(1 − β)U − (G_X − rU) = G_T − G_X + rβU, (9)

B₋ = G_T − r(1 − β)U − G_Y = G_T − G_Y − r(1 − β)U. (10)

With a prefactor A independent of U, w₊ = A exp(−bB₊) a_X. Inserting (8) and (9) and collecting the terms in U,

ln w₊ = constant − b(γ/ν + rβ)U. (11)

Definition (6) then gives

α_c = γ/ν + rβ. (12)

The first term is the growth of the reactant population, the second the lowering of the barrier. If β varies slowly with U, (12) holds locally, provided that β is read as the slope of B₊ with respect to U for r = 1.

When no intermediate bypasses d, nothing has been assumed about the steps after it. For the net reduction current to follow w₊, however, the return rate w₋ must be negligible, so the later steps must remove Y fast enough.

**4. The anodic coefficient and the sum**

The return rate needs a second assumption: the steps after d must also be in quasi-equilibrium. Apart from species of fixed activity, as in Section 3, they turn ν sets Y and γ′ electrons into R, so the weighted sum of their Δ_j is

μ_R − νμ_Y + γ′U = 0, hence μ_Y = (μ_R + γ′U)/ν. (13)

With μ_Y = G_Y + (1/b) ln a_Y, the activity a_Y is proportional to exp(bγ′U/ν). From w₋ = A exp(−bB₋) a_Y and (10),

ln w₋ = constant + b[r(1 − β) + γ′/ν]U. (14)

By (2), γ′/ν = n/ν − γ/ν − r. The bracket is therefore r − rβ + n/ν − γ/ν − r, the two terms r cancel, and

α_a = (n − γ)/ν − rβ. (15)

Adding (12) and (15) gives

α_c + α_a = n/ν. (16)

The sum also follows without the separate coefficients. Both directions pass the same transition state, so the ratio of the one-way rates depends on the free-energy change of the step alone:

w₋/w₊ = exp(bΔ_d). (17)

All other steps have Δ_j = 0, so (5) reduces to νΔ_d = nη. Hence

w₋/w₊ = exp(bnη/ν). (18)

Taking the logarithm and differentiating with respect to U reproduces (16). The whole driving force nη falls on ν acts of one step. This route uses neither dilute intermediates nor a constant β. The sum therefore holds more widely than the constant coefficients, as long as all other steps are in quasi-equilibrium.

The separate coefficients (12) and (15) also need that no intermediate bypasses d. Take O + e⁻ ⇌ P + Q once, P + e⁻ ⇌ Q once and determining, and Q + e⁻ ⇌ W twice, with W the product at fixed activity, so that n = 4 and ν = 1. Quasi-equilibrium of the third step gives μ_Q = μ_W + U, and that of the first then gives μ_P = μ_O − μ_W − 2U. Hence α_c = 2 + β and α_a = 2 − β, not the 1 + β and 3 − β that γ = 1 would give; the sum is still 4. Here γ must include the electron that removes the Q made in the first step, and α_c depends on a step written after d being in quasi-equilibrium.

**5. Current, Tafel slopes and special cases**

One overall reaction transfers n electrons and needs ν determining acts, so each act accounts for n/ν electrons in the steady current. Let w₀ be the common value of w₊ and w₋ at η = 0, per surface site, and S the area per site. Counting oxidation as positive,

j = j₀[exp(bα_aη) − exp(−bα_cη)], j₀ = (n/ν)w₀/S. (19)

When one exponential dominates, a factor of ten in current requires a change of potential

|Δη| = ln 10/(bα), (20)

with α the coefficient of that branch. By (18) the neglected rate is smaller than the kept one by the factor exp(−bn|η|/ν).

Near equilibrium, differentiating (19) at η = 0 gives bj₀(α_a + α_c), so

(1/b)(dj/dη)/j₀ = n/ν. (21)

The linear response thus contains the sum of the coefficients, whereas a Tafel slope contains one of them.

A chain of two steps shows how much depends on which of them is slow. Let O₁ + e⁻ ⇌ X occur twice and 2X ⇌ R once, so that n = 2.

- If the electron transfer determines the rate, then γ = 0, ν = 2 and r = 1. The coefficients are α_c = β and α_a = 1 − β, with sum 1.
- If the pairing determines it, then γ = 2, ν = 1 and r = 0. The coefficients are α_c = 2 and α_a = 0, with sum 2. The oxidation current then levels off, because it is limited by the splitting of R, which involves no electron.

**6. A worked example with ν = 2**

Consider a model with round parameters:

O + e⁻ ⇌ 2X, once; (22a)

X + e⁻ ⇌ Y, twice, determining; (22b)

2Y ⇌ R, once. (22c)

Here n = 1 + 2 = 3, γ = 1, ν = 2 and r = 1. With β = 0.40,

α_c = 1/2 + 0.40 = 0.90, α_a = (3 − 1)/2 − 0.40 = 0.60, (23)

and the sum is 3/2.

The standard free energies of O, X, Y and R are 0, 0.10, −0.25 and −0.90 eV, and O and R have unit activity. The equilibrium potential is U_eq = 0.90/3 = 0.30 eV. The forward barriers at U = 0 are 0.35, 0.65 and 0.10 eV for the three steps, and the first step has symmetry factor 0.45. Detailed balance gives the reverse of the first step the barrier 0.35 + 0.45U − (0.20 + U) = 0.15 − 0.55U in eV, which is negative above U = 0.27 eV. The rate constant is only formal there: it stands for a step fast enough to stay in quasi-equilibrium, and its value does not enter (19). The temperature is 298.15 K, the area per site 10 Å², and the prefactor k_BT/h = 6.21 × 10¹² s⁻¹.

The exchange rate follows from an effective barrier with two parts. By (7), μ_X = −0.30/2 = −0.15 eV at equilibrium, so populating X costs G_X − μ_X = 0.10 + 0.15 = 0.25 eV. The determining step itself costs 0.65 + 0.40 × 0.30 = 0.77 eV. Together they make 1.02 eV, and

w₀ = 6.21 × 10¹² s⁻¹ × exp(−1.02/0.025693) = 3.56 × 10⁻⁵ s⁻¹. (24)

Then j₀ = 1.5 × 3.56 × 10⁻⁵/10 = 5.34 × 10⁻⁶ electrons s⁻¹ Å⁻², which is 8.56 × 10⁻⁹ A/cm².

The same model can be solved without assuming quasi-equilibrium. Let v be the net rate of the determining step, x and y the activities of X and Y, and k_j and k_−j the forward and backward rate constants, linked by detailed balance. Steady state requires

k₁ − k₋₁x² = v/2, k₂x − k₋₂y = v, k₃y² − k₋₃ = v/2. (25)

The first and third equations give x and y as functions of v. The second is then one equation for v, solved numerically by bracketing its root. Central differences of ln|v| over ±0.001 eV, taken at η = −0.25 and +0.25 eV, give α_c = 0.900 and α_a = 0.600.

The agreement can be traced to the size of the rates. From the first equation of (25), x² equals its quasi-equilibrium value times 1 − v/(2k₁), so x is shifted by the relative amount −v/(4k₁) when v ≪ k₁. At η = −0.25 eV the effective barrier of the determining step is 1.02 − 0.90 × 0.25 = 0.795 eV. That of the first step is 0.35 + 0.45 × 0.05 = 0.3725 eV. The shift is thus −¼ exp(−0.4225/0.025693), about −1.8 × 10⁻⁸, as the numerical solution also gives. The activity of X is then 0.0077, small enough for the dilute description.

At η = +0.10 eV, (19) gives

j = 5.34 × 10⁻⁶ × [exp(0.060/0.025693) − exp(−0.090/0.025693)] = 5.50 × 10⁻⁵ electrons s⁻¹ Å⁻². (26)

The steady-state solution gives the same value. At η = −0.10 eV both routes give −1.77 × 10⁻⁴ in the same unit. Reduction is the faster branch because α_c exceeds α_a. The numerical slope at equilibrium, put into (21), gives 1.500.

By (20) the Tafel slopes are 0.0657 eV per decade for reduction and 0.0986 eV per decade for oxidation, or 65.7 and 98.6 mV per decade. The cathodic slope alone does not identify the mechanism: α_c = 0.9 would also result from γ = 0, r = 1 and β = 0.9. Both slopes together give n/ν = 1.5, and for n = 3 this means ν = 2, provided that one step determines both branches, that its β is the same in both, and that the intermediates are dilute in both. The division of α_c between γ/ν and rβ still needs separate knowledge, such as a computed β.

**7. When the determining step changes**

Raise the barrier of the first step at U = 0 from 0.35 to 0.85 eV and leave the rest unchanged. The steady-state equations (25) now give α_c = 0.45 at η = −0.50 eV and α_a = 0.60 at η = +0.25 eV. Their sum is 1.05, not 1.5.

The cause is visible in the effective barriers that each step would have if it alone determined the rate. For the first step γ = 0, ν = 1 and r = 1, so its coefficients are 0.45 and 3 − 0.45 = 2.55. Its effective barrier at equilibrium is 0.85 + 0.45 × 0.30 = 0.985 eV, close to the 1.02 eV of the second step.

- At η = −0.50 eV the barriers are 0.985 − 0.225 = 0.760 eV for the first step and 1.02 − 0.45 = 0.570 eV for the second. The first step determines the reduction.
- At η = +0.25 eV they are 0.985 − 2.55 × 0.25 = 0.348 eV and 1.02 − 0.15 = 0.870 eV. The second step determines the oxidation.

Equation (16) holds for each step taken by itself, with sums 3 and 1.5. The observed pair takes one coefficient from each step, and (16) does not apply to it. A barrier computed at one potential therefore does not settle which step is slow at another; the effective barriers have to be compared there as well.

**8. When an intermediate fills the surface**

The other assumption behind constant coefficients is dilution. Let * be a free site, and consider

O + * + e⁻ ⇌ X, X + e⁻ ⇌ R + *, (27)

with the second step determining, so that n = 2, γ = 1, ν = 1 and r = 1. Let X have coverage θ, without interactions between adsorbates. Quasi-equilibrium of the first step gives

θ/(1 − θ) = K exp(−bU), (28)

with K independent of U. The logarithm of the left side has the derivative (dθ/dU)/[θ(1 − θ)], and that of the right side has −b. Hence dθ/dU = −bθ(1 − θ).

The forward rate is proportional to θ exp(−bβU), and the return rate to (1 − θ) exp[b(1 − β)U]. The coverage factors contribute

−(1/b) d ln θ/dU = 1 − θ, (1/b) d ln(1 − θ)/dU = θ, (29)

so that

α_c = 1 + β − θ, α_a = 1 − β + θ. (30)

The sum remains 2 = n/ν at every coverage, as (18) requires. At low coverage α_c = 1 + β, in agreement with (12). On a nearly full surface the population of X can no longer grow, and α_c falls to β, as if no electron had been taken up before the determining step. The sum 2 refers to both coefficients at the same potential. A cathodic coefficient from a nearly full surface, β, and an anodic one from a nearly empty surface, 1 − β, add up to only 1, although the same step determines both branches.

For β = 0.40 and all standard free energies zero, (28) has K = 1. At U = 0.10 eV the coverage is 0.020, and (30) gives 1.38 and 0.62. At U = −0.05 eV it is 0.875, and the coefficients are 0.525 and 1.475. A change of 0.15 eV thus takes α_c most of the way from 1.4 to 0.4 with no change of mechanism. These coefficients belong to the one-way rates. Since U_eq = 0 here, the net current at U = 0.10 eV is an oxidation, and its slope shows α_a rather than α_c. Before a measured coefficient is used to count electrons, the coverage in the same range of potential has to be known.
